**Pairing symmetry and spin populations of radical ions**

The program tests that the radical cation and anion of an even alternant pi system have equal spin populations on every site, in Hückel theory and in the Pariser–Parr–Pople model. The symbols are `hop` for the hopping matrix, `G` for the repulsion matrix with $U$ on its diagonal, `omega` for the core site energy, `star` for the signs of the two sets, and $\mu=\omega+U/2$. For a six-site model it asserts the equality for Hückel orbitals, frozen restricted orbitals, separately converged unrestricted Hartree–Fock solutions and full configuration interaction. It also asserts the energy shift $2\mu$ between the ions, their opposite net charges and the relation between their bond orders. The many-electron pairing map is built explicitly, and the mapped cation state is asserted to coincide with the anion state up to a sign. A second model with random hoppings between the sets and site-dependent repulsions confirms the equality under the general conditions. The output shows full configuration interaction populations that agree to about $10^{-14}$. It also shows clear differences once hopping within a set, a shifted site energy or a weakly perturbed degenerate ring is introduced.

## Program and output

```python
# Result under test: for an even alternant pi system the radical cation and the
# radical anion have the same spin population on every site, in Hueckel theory
# and in Pariser-Parr-Pople (PPP) theory (frozen SCF orbitals, UHF, full CI).
# Symbols: hop = hopping matrix, G = repulsion matrix (diagonal U, off-diagonal
# gamma_ij), omega = site energy of the bare core, mu = omega + U/2,
# star = +1/-1 on the two sets of sites. Hartree atomic units throughout.
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)
n = 6
M = 2 * n
star = np.array([1, -1, -1, -1, 1, 1])
bonds = [(0, 1), (0, 2), (0, 3), (1, 4), (2, 5)]
t, U, omega0, length = -0.09, 0.40, -0.41, 2.65
mu = omega0 + U / 2
adj = np.zeros((n, n))
for i, j in bonds:
    adj[i, j] = adj[j, i] = 1
hop = t * adj
r3 = np.sqrt(3)
xy = length * np.array([[0, 0], [-r3/2, -0.5], [r3/2, -0.5],
                        [0, 1], [-r3, 0], [r3/2, -1.5]])
dist = np.linalg.norm(xy[:, None] - xy[None], axis=2)
G = 1 / np.sqrt(dist**2 + 1 / U**2)
omega = np.full(n, omega0)
for i, j in bonds:
    assert abs(dist[i, j] - length) < 1e-12 and star[i] == -star[j]

# ---------- fermion operators on the full occupation space ----------
# spin orbital p = i for spin up, p = n + i for spin down
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.csr_matrix([[1.0, 0.0], [0.0, -1.0]])


def annihilator(p):
    op = sp.identity(1, format="csr")
    for q in range(M):
        f = parity if q < p else lower if q == p else sp.identity(2)
        op = sp.kron(op, f, format="csr")
    return op


c = [annihilator(p) for p in range(M)]
cd = [a.T.tocsr() for a in c]
states = np.arange(2**M)
occ = np.array([(states >> (M - 1 - p)) & 1 for p in range(M)], float)
up, dn = occ[:n], occ[n:]
num = up + dn
transfer = {(i, j): cd[i] @ c[j] + cd[n + i] @ c[n + j]
            for i in range(n) for j in range(n) if i != j}
raise_spin = sum(cd[i] @ c[n + i] for i in range(n))


def hamiltonian(hopping, rep, site):
    """PPP from its definition: core attraction, repulsion, core repulsion."""
    d = np.zeros(2**M)
    for i in range(n):
        d += (site[i] - rep[i].sum() + rep[i, i]) * num[i]
        d += rep[i, i] * up[i] * dn[i]
        for j in range(i):
            d += rep[i, j] * (num[i] * num[j] + 1)
    H = sp.diags(d, format="csr")
    for (i, j), op in transfer.items():
        if hopping[i, j] != 0:
            H = H + hopping[i, j] * op
    return H.tocsr()


def solve(H, n_up, n_dn):
    idx = np.flatnonzero((up.sum(0) == n_up) & (dn.sum(0) == n_dn))
    e, v = np.linalg.eigh(H[idx][:, idx].toarray())
    psi = np.zeros(2**M)
    psi[idx] = v[:, 0]
    return e, psi


def spin_pop(psi):
    return (up - dn) @ psi**2


def ions(hopping, rep, site):
    H = hamiltonian(hopping, rep, site)
    return solve(H, 3, 2), solve(H, 4, 3)


# ---------- Hueckel ----------
e_h, v_h = np.linalg.eigh(hop)
h_cat, h_an = v_h[:, 2]**2, v_h[:, 3]**2
assert np.allclose(e_h, -e_h[::-1], atol=1e-12)
assert e_h[2] - e_h[1] > 1e-3 and e_h[3] - e_h[2] > 1e-3
assert np.allclose(h_cat, h_an, atol=1e-12)
x = (np.sqrt(6) - np.sqrt(2)) / 2
core_weight = x**2 / (1 + x**2)
assert abs(e_h[2] - t * x) < 1e-12
assert abs(h_cat[:3].sum() - core_weight) < 1e-12

# ---------- self-consistent field, from random starting densities ----------
h_core = hop + np.diag(omega - G.sum(1) + np.diag(G))
e_cores = np.triu(G, 1).sum()


def fock(D):
    coulomb = np.diag(G @ np.diag(D[0] + D[1]))
    return np.array([h_core + coulomb - G * D[s] for s in (0, 1)])


def scf(n_up, n_dn, restricted=False, starts=20):
    best = None
    for _ in range(starts):
        A = rng.normal(size=(2, n, n))
        if restricted:
            A[1] = A[0]
        F = A + A.transpose(0, 2, 1)
        D = None
        for _ in range(1500):
            e, v = np.linalg.eigh(F)
            new = np.array([v[s][:, :k] @ v[s][:, :k].T
                            for s, k in enumerate((n_up, n_dn))])
            if D is not None and np.abs(new - D).max() < 1e-11:
                E = 0.5 * np.sum(new * (h_core + fock(new))) + e_cores
                if best is None or E < best[0]:
                    best = (E, new, e, v)
                break
            D = new if D is None else 0.6 * D + 0.4 * new
            F = fock(D)
    assert best is not None
    return best


E_r, D_r, e_r, v_r = scf(3, 3, restricted=True)
P = D_r.sum(0)
same_set = np.equal.outer(star, star)
assert np.allclose(P[same_set], np.eye(n)[same_set], atol=1e-8)
assert np.allclose(e_r[0] + e_r[0][::-1], 2 * mu, atol=1e-8)
r_cat, r_an = v_r[0][:, 2]**2, v_r[0][:, 3]**2
assert np.allclose(r_cat, r_an, atol=1e-8)

E_uc, D_uc, e_uc, _ = scf(3, 2)
E_ua, D_ua, e_ua, _ = scf(4, 3)
u_cat, u_an = np.diag(D_uc[0] - D_uc[1]), np.diag(D_ua[0] - D_ua[1])
assert abs(E_ua - E_uc - 2 * mu) < 1e-8
assert np.allclose(u_cat, u_an, atol=1e-7)
S = np.diag(star)
for s in (0, 1):
    assert np.allclose(D_ua[s], np.eye(n) - S @ D_uc[1-s] @ S, atol=1e-7)
    assert np.allclose(e_ua[s], 2 * mu - e_uc[1-s][::-1], atol=1e-7)
s2_uc = 0.75 + 2 - np.sum(D_uc[0] * D_uc[1])
s2_ua = 0.75 + 3 - np.sum(D_ua[0] * D_ua[1])
assert abs(s2_uc - s2_ua) < 1e-7

# ---------- full diagonalization of the PPP model ----------
H = hamiltonian(hop, G, omega)
e_n, psi_n = solve(H, 3, 3)
e_c, psi_c = solve(H, 3, 2)
e_a, psi_a = solve(H, 4, 3)
assert e_c[1] - e_c[0] > 1e-3
assert np.allclose(e_a, e_c + 2 * mu, atol=1e-10)
f_cat, f_an = spin_pop(psi_c), spin_pop(psi_a)
assert np.allclose(f_cat, f_an, atol=1e-9)
assert abs(f_cat.sum() - 1) < 1e-10
assert E_uc > e_c[0] and E_ua > e_a[0] and E_r > e_n[0]
s2 = [0.75 + np.sum((raise_spin @ p)**2) for p in (psi_c, psi_a)]
assert np.allclose(s2, 0.75, atol=1e-9)
q_cat, q_an = 1 - num @ psi_c**2, 1 - num @ psi_a**2
assert np.allclose(q_cat, -q_an, atol=1e-9)
bo_c = {k: psi_c @ (op @ psi_c) for k, op in transfer.items()}
bo_a = {k: psi_a @ (op @ psi_a) for k, op in transfer.items()}
for i, j in transfer:
    assert abs(bo_a[i, j] + star[i] * star[j] * bo_c[i, j]) < 1e-9
IP, EA = e_c[0] - e_n[0], e_n[0] - e_a[0]
assert abs(IP + EA + 2 * mu) < 1e-10

# explicit many-electron pairing map applied to the cation state
mapped = np.zeros(2**M)
for k in np.flatnonzero(np.abs(psi_c) > 1e-14):
    ket, image = np.zeros(2**M), np.zeros(2**M)
    ket[0] = image[-1] = 1
    for p in reversed(np.flatnonzero(occ[:, k])):
        ket = cd[p] @ ket
        if p < n:
            image = star[p] * (c[p + n] @ image)
        else:
            image = -star[p - n] * (c[p - n] @ image)
    mapped += psi_c[k] * ket[k] * image
overlap = abs(mapped @ psi_a)
assert abs(overlap - 1) < 1e-9

# ---------- general parameters: all opposite-set hoppings, unequal U ----------
R = rng.uniform(-0.03, 0.03, (n, n))
hop_g = (hop + R + R.T) * ~same_set
Q = rng.uniform(0.9, 1.1, (n, n))
G_g = G * (Q + Q.T) / 2
(ec_g, pc_g), (ea_g, pa_g) = ions(hop_g, G_g, mu - np.diag(G_g) / 2)
assert ec_g[1] - ec_g[0] > 1e-4
diff_general = np.abs(spin_pop(pc_g) - spin_pop(pa_g)).max()
assert diff_general < 1e-8

# ---------- cases in which the equality must fail ----------
t2 = -0.01
second = ((adj @ adj) > 0) & ~np.eye(n, dtype=bool)
(_, p1), (_, p2) = ions(hop + t2 * second, G, omega)
diff_hop = np.abs(spin_pop(p1) - spin_pop(p2)).max()
shift = -0.05
omega_s = omega.copy()
omega_s[3] += shift
(_, p1), (_, p2) = ions(hop, G, omega_s)
diff_site = np.abs(spin_pop(p1) - spin_pop(p2)).max()
assert diff_hop > 1e-3 and diff_site > 1e-3

ring = np.zeros((n, n))
for i in range(n):
    ring[i, (i + 1) % n] = ring[(i + 1) % n, i] = t
v0 = np.linalg.eigh(ring)[1]
assert np.allclose((v0[:, 1:3]**2).sum(1), (v0[:, 3:5]**2).sum(1))
delta = 0.0001
ring[0, 0] = delta
v1 = np.linalg.eigh(ring)[1]
ring_cat, ring_an = v1[0, 2]**2, v1[0, 3]**2
assert abs(ring_cat - 1/3) < 1e-2 and ring_an < 1e-10


def row(label, values):
    print(label + ":", " ".join(f"{y:.4f}" for y in values))


print("Bonds:", " ".join(f"{i+1}-{j+1}" for i, j in bonds))
print("Starred sites:", *(np.flatnonzero(star > 0) + 1))
print(f"Hopping t = {t:.3f} Eh, U = {U:.3f} Eh")
print(f"omega = {omega0:.3f} Eh, mu = {mu:.3f} Eh")
print(f"Bond length = {length:.2f} bohr")
row("Site x coordinates (bohr)", xy[:, 0])
row("Site y coordinates (bohr)", xy[:, 1])
print(f"Neighbour repulsion gamma_12 = {G[0, 1]:.4f} Eh")
row("Hueckel energies from alpha (Eh)", e_h)
print(f"Hueckel HOMO energy / t = {e_h[2] / t:.4f}")
print("Spin populations, sites 1 to 6 (dimensionless)")
row("Hueckel cation", h_cat)
row("Hueckel anion", h_an)
row("Frozen SCF cation", r_cat)
row("Frozen SCF anion", r_an)
row("UHF cation", u_cat)
row("UHF anion", u_an)
row("Full CI cation", f_cat)
row("Full CI anion", f_an)
print(f"Largest full CI difference = {np.abs(f_cat-f_an).max():.1e}")
row("Neutral SCF orbital energies (Eh)", e_r[0])
print(f"UHF <S^2>: cation {s2_uc:.4f}, anion {s2_ua:.4f}")
print(f"UHF energy: cation {E_uc:.6f} Eh, anion {E_ua:.6f} Eh")
row("Full CI net charge, cation (e)", q_cat)
row("Full CI net charge, anion (e)", q_an)
print(f"Bond order 1-4: cation {bo_c[0,3]:.4f}, anion {bo_a[0,3]:.4f}")
print(f"Bond order 1-2: cation {bo_c[0,1]:.4f}, anion {bo_a[0,1]:.4f}")
print(f"Same-set order 2-3: cation {bo_c[1,2]:.4f}, anion {bo_a[1,2]:.4f}")
print(f"Full CI energy, neutral = {e_n[0]:.6f} Eh")
print(f"Full CI energy, cation = {e_c[0]:.6f} Eh")
print(f"Full CI energy, anion = {e_a[0]:.6f} Eh")
print(f"Cation gap to next state, M=1/2 = {e_c[1]-e_c[0]:.4f} Eh")
print(f"Ionization energy I = {IP:.6f} Eh")
print(f"Electron affinity A = {EA:.6f} Eh")
print(f"I + A = {IP+EA:.6f} Eh = {(IP+EA)*EV:.3f} eV")
print(f"Overlap of mapped cation with anion = {overlap:.10f}")
print(f"General parameters: largest difference = {diff_general:.1e}")
print(f"Same-set hopping {t2:.3f} Eh: largest difference = {diff_hop:.4f}")
print(f"Site 4 shifted {shift:.3f} Eh: largest difference = {diff_site:.4f}")
print(f"Ring, site 1 shifted by {delta:.4f} Eh, Hueckel:")
print(f"  site 1 population: cation {ring_cat:.4f}, anion {ring_an:.4f}")
print("OK")
```

Printed output:

```
Bonds: 1-2 1-3 1-4 2-5 3-6
Starred sites: 1 5 6
Hopping t = -0.090 Eh, U = 0.400 Eh
omega = -0.410 Eh, mu = -0.210 Eh
Bond length = 2.65 bohr
Site x coordinates (bohr): 0.0000 -2.2950 2.2950 0.0000 -4.5899 2.2950
Site y coordinates (bohr): 0.0000 -1.3250 -1.3250 2.6500 0.0000 -3.9750
Neighbour repulsion gamma_12 = 0.2745 Eh
Hueckel energies from alpha (Eh): -0.1739 -0.0900 -0.0466 0.0466 0.0900 0.1739
Hueckel HOMO energy / t = 0.5176
Spin populations, sites 1 to 6 (dimensionless)
Hueckel cation: 0.1057 0.0528 0.0528 0.3943 0.1972 0.1972
Hueckel anion: 0.1057 0.0528 0.0528 0.3943 0.1972 0.1972
Frozen SCF cation: 0.1367 0.0554 0.0717 0.3729 0.1771 0.1862
Frozen SCF anion: 0.1367 0.0554 0.0717 0.3729 0.1771 0.1862
UHF cation: 0.0279 -0.0427 -0.0209 0.5870 0.2021 0.2466
UHF anion: 0.0279 -0.0427 -0.0209 0.5870 0.2021 0.2466
Full CI cation: 0.0523 0.0037 0.0238 0.5512 0.1718 0.1972
Full CI anion: 0.0523 0.0037 0.0238 0.5512 0.1718 0.1972
Largest full CI difference = 7.0e-15
Neutral SCF orbital energies (Eh): -0.5294 -0.4337 -0.3734 -0.0466 0.0137 0.1094
UHF <S^2>: cation 0.7917, anion 0.7917
UHF energy: cation -2.513519 Eh, anion -2.933519 Eh
Full CI net charge, cation (e): 0.1518 -0.0140 0.0081 0.3048 0.2625 0.2868
Full CI net charge, anion (e): -0.1518 0.0140 -0.0081 -0.3048 -0.2625 -0.2868
Bond order 1-4: cation 0.5652, anion 0.5652
Bond order 1-2: cation 0.4644, anion 0.4644
Same-set order 2-3: cation -0.0752, anion 0.0752
Full CI energy, neutral = -2.908656 Eh
Full CI energy, cation = -2.532529 Eh
Full CI energy, anion = -2.952529 Eh
Cation gap to next state, M=1/2 = 0.0523 Eh
Ionization energy I = 0.376127 Eh
Electron affinity A = 0.043873 Eh
I + A = 0.420000 Eh = 11.429 eV
Overlap of mapped cation with anion = 1.0000000000
General parameters: largest difference = 1.5e-14
Same-set hopping -0.010 Eh: largest difference = 0.0449
Site 4 shifted -0.050 Eh: largest difference = 0.2788
Ring, site 1 shifted by 0.0001 Eh, Hueckel:
  site 1 population: cation 0.3333, anion 0.0000
OK
```
